Why a falling quartz-microbalance frequency does not rule out dissolution

**Question**

I want to follow the development of a resist film on a quartz crystal microbalance. Suppose that, after the coated crystal is immersed in developer, the frequency falls for about ten seconds, turns, and later climbs past its starting value. A lower frequency means more mass, and dissolution removes mass. I would therefore conclude that no polymer dissolves during the fall, and that the turning point marks the onset of dissolution. Is that right? If not, what can be learned about the polymer from such a trace?

**Answer**

Neither conclusion follows. The crystal responds to the total mass coupled to it, and a film in developer contains two kinds of mass: polymer, which can leave, and developer, which can enter. The frequency falls whenever the second process outweighs the first. To see what the trace does and does not fix, start with what the crystal measures.

**What the crystal measures**

Take a quartz plate of thickness h, density ρ_q and shear modulus μ_q. Its lower face, z = 0, is free, and the film is on its upper face. All motion is in-plane shear with time factor exp(iωt). The equations are classical and hold in any coherent units, atomic units included.

A free lower face requires zero stress there, so the displacement is

u = A cos(kz), with k = ω√(ρ_q/μ_q).

Without a load, the stress μ_q ∂u/∂z also vanishes at z = h. Then sin(kh) = 0, and the fundamental has kh = π at ω₀ = 2πf₀.

Now attach a thin, firmly bound film of mass m per area. Let σ be the stress at the upper face, which is the force per area that the load exerts on the quartz. The quartz exerts −σ on the film, whose acceleration is −ω²u. Newton's law gives −σ = −mω²u, or

σ = mω²u.

The liquid above the film adds a drag. In a liquid of density ρ and viscosity η, the shear motion obeys

−ω²ρu = iωη ∂²u/∂z²,

and its decaying solution is exp(−κz) with κ = √(iωρ/η). The corresponding stress is

−iωηκu = −(iω)^(3/2) √(ρη) u = ω^(3/2) √(ρη/2) (1 − i) u,

because i^(3/2) = (−1 + i)/√2. The real part acts like added mass, and the imaginary part damps the oscillation.

At z = h the quartz stress is −μ_q kA sin(kh), and the displacement is A cos(kh). With Z = √(ρ_q μ_q) we have μ_q k = ωZ, so equating the quartz stress to the sum of the two loads gives

tan(kh) = −[mω + √(ωρη/2)(1 − i)]/Z.

For a small load, kh = π + πΔω/ω₀, and the tangent is πΔω/ω₀ to leading order. Taking the real part and setting ω = ω₀ = 2πf₀ on the right,

Δf = −2f₀²m/Z − f₀^(3/2) √(ρη/π)/Z.

The first term is the Sauerbrey relation. The second belongs to the liquid and cancels from later changes if the liquid stays the same. I therefore put t = 0 just after immersion, with the liquid already loading the crystal but no developer yet in the film. From then on

Δf = −2f₀²[m(t) − m(0)]/Z.

This choice of zero matters. For a 5 MHz crystal in a water-like liquid, immersion alone lowers the frequency by about 713 Hz. A trace referred to the dry crystal would contain that fall even if nothing entered or left the film. The zero is also an idealisation, because developer starts to enter during immersion. In the examples below, a zero read 1 s late misses 25 Hz of the fall with even uptake and 61 Hz with diffusive uptake. These figures rest on the slow uptake assumed there. With a diffusion coefficient of 10⁵ nm²/s instead, the whole fall of about 270 Hz is over within about 0.3 s, and a zero read at 1 s belongs to an already swollen film.

**The mass balance**

Let p be the polymer mass per area still in the film, s the absorbed developer mass per area, and q = s/p the uptake ratio. Then

m = p + s = p(1 + q).

Differentiate the product:

dm/dt = (1 + q) dp/dt + p dq/dt.

While polymer dissolves, the first term is negative. If the developer is spread evenly, the factor 1 + q appears because polymer that leaves takes its share of developer out of the film, and the second term is positive while the remaining polymer swells. With a gradient, q is the film average and the equation still holds, but this reading does not: the leaving surface layer carries more than the average, and the average can rise merely because dry polymer is being used up. Dividing by m = p(1 + q) gives the condition for a falling frequency:

d ln(1 + q)/dt > −d ln p/dt.

The fractional growth by swelling must exceed the fractional loss of polymer. Nothing here requires dp/dt = 0. At a smooth turning point the two rates are equal, so if swelling is still going on there, polymer is being lost there too. A sharp swelling front gives a kink instead. Let a front advance at 10 nm/s into a 100 nm film, with uptake ratio 0.40 behind it, while the surface dissolves at 1 nm/s. The net uptake is 0.40 × (10 − 1) = 3.6 nm/s against a loss of 1 nm/s until the front reaches the substrate at 10 s, and −0.4 nm/s afterwards. That turn marks the arrival of the front.

**What the trace can say**

Let x be the fraction of the initial polymer p₀ that has been lost, so p = p₀(1 − x). Since m = p₀(1 − x)(1 + q),

x = 1 − (m/p₀)/(1 + q).

The trace supplies m/p₀ if the initial dry mass is known. It does not supply q, so it does not supply x.

One can even construct a film that loses nothing and gives the same rigid-film trace. Keep its polymer mass at p₀ and let its uptake ratio be m(t)/p₀ − 1. This uptake is non-negative as long as m ≥ p₀, that is, while the frequency is at or below its starting value. After the turning point, however, such a film must give its developer back. If the uptake ratio never decreases, then after the mass maximum m_max we have 1 + q ≥ m_max/p₀, so x ≥ 1 − m/m_max and the rise itself shows polymer loss. In the example below this lower bound is 13.6 percent when the frequency regains its starting value.

A bound survives. If m ≥ p₀, the formula for x gives x ≤ q/(1 + q). This function increases with q, so if the uptake ratio never exceeds Q,

x ≤ Q/(1 + Q).

Using the measured mass sharpens this to x ≤ 1 − (m/p₀)/(1 + Q), which is zero only when m/p₀ has reached 1 + Q. At the frequency minimum of the example below it gives 17.4 percent. When the frequency returns to its starting value, m = p₀ and x = q/(1 + q), whatever the kinetics were, provided the starting value belongs to the film without developer. If the zero is read late, the frequency returns to it while m is still above p₀, and x is smaller: with a 1 s delay in the example below, 25.0 percent against q/(1 + q) = 27.7 percent.

Once the frequency is above its starting value, m < p₀. Since q cannot be negative, the formula for x then gives

x ≥ 1 − m/p₀ > 0.

For a rigid film in an unchanged liquid, with the zero taken before any uptake, this part of the trace does show that polymer has been lost. It does not show when the loss began. Here "polymer" means all of the initial film mass. A real resist also contains casting solvent and photoactive compound, and leaching 5 percent of the film mass in the example below would give +34 Hz with no polymer dissolved.

**A model with a turning point**

Let the film have initial dry thickness H and lose polymer at a constant dry-thickness rate r. The remaining dry-equivalent thickness is L = H − rt. Let the developer be spread evenly through the film and approach a saturation ratio Q with time constant τ:

dq/dt = (Q − q)/τ, so q = Q(1 − e^(−t/τ)).

Express the total mass as a dry polymer thickness, M = L(1 + q). Its rate of change is

dM/dt = −r(1 + q) + L(Q − q)/τ.

At t = 0 this equals QH/τ − r. The frequency falls at first if

r < QH/τ.

There is at most one turning point before the film is gone. The second derivative is

d²M/dt² = −2r dq/dt + L d²q/dt²,

and both terms are negative, since q rises at a decreasing rate. A mass that grows at first must therefore reach a single maximum, which is the frequency minimum. A mass that does not grow at first never grows later in this model.

To find the minimum, write E = e^(−t/τ) and T = H/r, the time to dissolve the whole film. Then Q − q = QE and 1 + q = 1 + Q − QE. Setting dM/dt = 0 and dividing by r,

(T − t)QE/τ = 1 + Q − QE.

Move the last term to the left:

QE[(T − t)/τ + 1] = 1 + Q.

Call the bracket u. Then t/τ = 1 + T/τ − u, so E = e^(u − 1 − T/τ), and

u e^u = [(1 + Q)/Q] e^(1 + T/τ).

The solution is u = W, the principal Lambert function of the right-hand side. The minimum is at

t* = T + τ − τW([(1 + Q)/Q] e^(1 + T/τ)).

As a limiting case, let r rise to the threshold, where T/τ = 1/Q. Then u = 1 + 1/Q satisfies the equation and t* = 0: the initial fall disappears. In every case polymer has been leaving since t = 0, so t* is not an onset of dissolution.

**Numbers for a resist film**

Take a 100 nm film of density 1200 kg/m³ on a 5 MHz crystal, with r = 1 nm/s, Q = 0.40 and τ = 8 s. The initial polymer mass is 12.00 µg/cm², and 1 Hz corresponds to 17.68 ng/cm². The threshold rate is

QH/τ = 0.40 × 100/8 = 5 nm/s,

so the frequency must fall first. With T = 100 s the equation for the minimum is u e^u = 3.5 e^13.5. Its solution is u ≈ 12.2474, which gives t* = 108 − 8 × 12.2474 = 10.02 s. Direct integration of the mass fluxes gives the same time.

By then 10.0 nm (100 Å) of dry polymer has gone, one tenth of the film. The balance is

polymer: 12.00 → 10.80 µg/cm², a loss of 1.20;

developer: 0 → 3.08 µg/cm²;

net: 3.08 − 1.20 = 1.88 µg/cm² gained.

In frequency, polymer loss contributes +68.0 Hz and developer −174.4 Hz. The sum is −106.4 Hz. Solving for the resonance of the complete stack of quartz, film and liquid, without the small-load approximation, also gives −106.4 Hz. So does a stiff film that has lost no polymer and has taken up 0.157 g of developer per gram. The frequency does not distinguish these two films at the precision quoted.

The trace recrosses its starting value at 27.95 s. A zero net shift then coincides with a polymer loss of 27.9 percent, just under the bound Q/(1 + Q) = 28.6 percent.

Later the error changes sign. Once q is near Q, with film still left, dM/dt approaches −(1 + Q)r, because each gram of departing polymer takes nearly Q grams of developer with it. Reading all the lost mass as polymer at 40 s gives 1.38 nm/s, although the true rate is 1 nm/s. For a film swollen through its whole thickness, the same uncorrected reading denies dissolution early and overstates its rate late.

**If the developer has to diffuse in**

Even uptake is a simplification. Suppose instead that the film surface is held at ratio Q and developer diffuses inward with a constant coefficient D, measured in dry-polymer coordinates. At early times the far side of the film is not yet felt. Without dissolution, the profile at depth y is

q = Q erfc[y/(2√(Dt))].

The integral of erfc(a) from zero to infinity is 1/√π, so the uptake in equivalent dry thickness is

2Q√(Dt/π).

Now let the surface recede at rate r. The removed layer had thickness rt and held at most Qrt of developer. The material left behind is nearer to the saturated surface than it would have been without recession, so it holds no less developer than before. Hence, as long as the far side is not yet felt,

M − H ≥ 2Q√(Dt/π) − (1 + Q)rt.

At short times √t exceeds any fixed multiple of t. In this model the frequency therefore falls at first for any finite dissolution rate, even above the threshold of the even-uptake model.

For a numerical comparison, choose D so that the slowest diffusion mode fills the undissolved film with the same time constant, τ = 4H²/(π²D). This gives D = 507 nm²/s. At r = 10 nm/s, twice the threshold, the shift after 0.05 s is −11.4 Hz with diffusion and +1.7 Hz with even uptake. A brief initial fall is thus compatible even with fast dissolution, but it shrinks quickly: at 10 nm/s it reaches 14.7 Hz and is over after 0.73 s, and at 100 nm/s it reaches 1.5 Hz and lasts about 7 ms, which would be lost in the immersion step.

At the original 1 nm/s, with H and Q unchanged, diffusion moves the minimum to about 9.0 s and deepens it to −125.0 Hz. That fall is 17 percent larger than in the even-uptake model, and about 9 nm of polymer has been lost by then. The gradient changes the size of the signal but not the conclusion that polymer can leave during the fall. The late overstatement of the rate, however, needs developer throughout the film. If D/r is much smaller than the remaining thickness, the swollen layer becomes steady after a time long compared with D/r², q = Q exp(−ry/D), holds a constant QD/r of developer, and the trace then shows the true rate. Before that the layer is still filling and the apparent rate is too low: 0.97 nm/s at 40 s for D = 20 nm²/s and r = 1 nm/s. With D = 5 nm²/s and r = 1 nm/s the apparent rate at 40 s is 1.00 nm/s.

**How this relates to a real resist**

The example stands for a generic polymer resist in an aqueous developer. The thickness, density and liquid properties are ordinary values. The dissolution rate, uptake ratio and uptake time are rough assumptions, not measurements on a particular resist, and the dissolution rate in particular depends strongly on exposure. A real film need not dissolve at a constant rate or swell evenly; for the latter, the diffusion calculation above gives one estimate of the error.

The liquid can also mislead. With the film unchanged, a 2 percent rise in viscosity, roughly what cooling an aqueous liquid by one kelvin produces, gives −7.1 Hz. This excludes the crystal's own temperature response. A 10 percent rise gives −34.8 Hz, about a third of the signal at the minimum. If roughness developing after t = 0 traps liquid equivalent to a 2 nm layer, the shift is −11.3 Hz. The dissolved polymer itself can thicken the liquid within the 250 nm that the crystal senses. In unstirred liquid, with assumed polymer diffusion coefficients of 2 × 10⁻¹¹ to 10⁻¹⁰ m²/s and intrinsic viscosities of 10 to 30 mL/g, a rough estimate for 1 nm/s after 10 s is −2 to −10 Hz, and more at faster rates. None of these falls requires developer to enter the polymer.

Softening can shift the frequency in either direction. I replaced the 1 GPa storage modulus by 1 MPa, with a loss modulus half as large. At unchanged mass this moves the frequency up by 2.0 Hz, but the small value is a near cancellation that depends on the loss modulus. With a loss modulus one tenth of the 1 MPa storage modulus the shift is −8.2 Hz, which imitates swelling; with equal moduli it is +7.8 Hz. At the minimum, the soft film gives −105.3 Hz instead of −106.4 Hz with the loss ratio of one half, and −118.7 Hz with one tenth. At 0.3 MPa, softening alone gives between −25 and +28 Hz over the same range of loss ratios. These figures apply to this thickness and these moduli; a thicker or softer film needs its own calculation. Stronger softening can produce the turning point by itself. Take a film that loses no polymer and swells with the q(t) of the example, while its storage modulus falls log-linearly in q from 1 GPa and its loss ratio rises linearly in q from 0.05 to 1. With a final modulus of 0.1 MPa the frequency turns at about 15 s, at −208 Hz. With 0.03 MPa it turns at about 11 s and later climbs past its starting value. These are extreme values: a loss modulus of 0.03 MPa equals ωη of water itself at 5 MHz. With a final modulus of 1 MPa there is no turn, and at 0.3 MPa the turn is only about 4 Hz deep and disappears if the final loss ratio is 0.5. The mass readings above therefore hold only while the film stays stiff, which the damping of the resonance helps to check: softening to 1 MPa raises the half-bandwidth by 19 to 28 Hz over the loss ratios above, whereas for the stiff film it changes by less than 0.1 Hz at the minimum.

**How to find the polymer loss**

Measure the dry coated crystal in air before development. Stop development at the time of interest, rinse, dry, and measure again in air at the same temperature. With the developer gone, s = 0 and the shift reports the loss of film solids alone, which is polymer loss if no solvent or photoactive compound has leached out. Stopping the example at its frequency minimum gives +68.0 Hz:

68.0 Hz × 17.68 ng/cm² per Hz = 1.20 µg/cm²,

which is the 10.0 nm of polymer that the trace in liquid concealed. The film without polymer loss would return to its original dry frequency, so this measurement separates the two cases.

The method requires that rinsing remove the developer and its salts without dissolving more polymer, and that drying be complete. A residue of 0.12 µg/cm² would hide 1 nm of polymer loss. That is 1 percent of the film mass, so the humidity must also be the same in both measurements.

For your trace, then, the fall says that coupled mass was increasing, provided that the liquid loading was steady and the film was thin, stiff and firmly attached. Under the same conditions a smooth turning point says that net uptake and loss had come into balance, while a kink can mark a swelling front reaching the substrate; a film that softens into a gel can turn without losing polymer. Whether polymer was already dissolving has to be settled by a measurement that separates polymer from developer. The numerical output below lists the masses and shifts at several times.

Computed results

```
INPUTS (rough typical values)
crystal frequency: 5.0 MHz
quartz density: 2650 kg/m3; shear modulus: 29.5 GPa
polymer density: 1200 kg/m3
developer density: 1000 kg/m3; viscosity: 1.0 mPa s
initial dry film: 100 nm; dissolution rate: 1.0 nm/s
saturation uptake: 0.40 g/g; uptake time: 8.0 s
stiff film storage modulus: 1.0 GPa
MASS AND FREQUENCY
initial polymer mass: 12.00 ug/cm2
mass per hertz: 17.68 ng/cm2/Hz
threshold dissolution rate for initial fall: 5.00 nm/s
time s | polymer ug/cm2 | developer ug/cm2 | shift Hz
2.00 | 11.76 | 1.04 | -45.2
5.00 | 11.40 | 2.12 | -85.9
10.02 | 10.80 | 3.08 | -106.4
20.00 | 9.60 | 3.52 | -63.6
27.95 | 8.65 | 3.35 | -0.0
40.00 | 7.20 | 2.86 | 109.6
AT THE FREQUENCY MINIMUM
time from fluxes: 10.020 s; from formula: 10.020 s
dry polymer lost: 10.02 nm = 100.2 angstrom
polymer lost: 10.0 percent
developer uptake ratio: 0.286 g/g
polymer mass lost: 1.20 ug/cm2
net mass gained: 1.88 ug/cm2
shift from polymer loss alone: +68.0 Hz
shift from developer alone: -174.4 Hz
sum by rigid-mass formula: -106.4 Hz
layered-plate shift: -106.4 Hz
non-dissolving twin uptake: 0.157 g/g
non-dissolving twin shift: -106.4 Hz
rinsed and dried shift in air: +68.0 Hz
RETURN AND LATE DEVELOPMENT
polymer lost at return to start: 27.9 percent
largest loss hidden at or below start: 28.6 percent
apparent loss rate at 40 s: 1.38 nm/s
NEGLECTED EFFECTS
liquid immersion: -713.3 Hz; formula: -713.4 Hz
soft film storage modulus: 1.0 MPa
shift at minimum with soft film: -105.3 Hz
softening at unchanged mass: +2.0 Hz
2 percent viscosity rise: -7.1 Hz
10 percent viscosity rise: -34.8 Hz
trapped liquid layer of 2.0 nm: -11.3 Hz
diffusion coefficient matched to uptake time: 507 nm2/s
diffusion model minimum: 9.05 s
diffusion model polymer lost there: 9.05 nm
diffusion model shift there: -125.0 Hz
fast-loss test rate: 10.0 nm/s; time: 0.05 s
fast-loss shift, diffusion: -11.4 Hz
fast-loss shift, uniform: +1.7 Hz
```
